# VV10 pair damping for two model atoms compared with Becke-Johnson damping

## Problem

The VV10 functional describes dispersion through a double integral over the electron density. It has no explicit damping function, yet its energy stays finite when two atoms approach each other. The task is to estimate the damping function that it implies for a pair of atoms.

Hartree atomic units are used, with lengths in bohr. The nonlocal energy is

$$E_{\rm nl}=\frac12\iint n(\mathbf r)\,\Phi(\mathbf r,\mathbf r')\,n(\mathbf r')\,d^3r\,d^3r'+\beta N_{\rm tot},$$

$$\Phi=-\frac{3}{2gg'(g+g')},\qquad g=\omega s^2+\kappa,\qquad g'=\omega's^2+\kappa',$$

where $s=|\mathbf r-\mathbf r'|$. The local frequency $\omega$ and the short-range parameter $\kappa$ follow from the density at each point:

$$\omega^2=C\left|\frac{\nabla n}{n}\right|^4+\frac{4\pi n}{3},\qquad \kappa=b\,\frac{3\pi}{2}\left(\frac{n}{9\pi}\right)^{1/6},$$

with $C=0.0093$ and $b=5.9$. The constant $\beta$ depends on $b$ alone.

The model atoms have the densities $n(r)=N\alpha^3e^{-\alpha r}/(8\pi)$. Atom A has $N=4$ and $\alpha=2.0$ bohr$^{-1}$; atom B has $N=2$ and $\alpha=1.5$ bohr$^{-1}$. These are round parameters and represent no particular element.

(a) Replace each atom by a single point with $N$ electrons and fixed $\omega,\kappa$. Find $C_6$ and the factor $f(R)$ defined by $E(R)=-f(R)\,C_6/R^6$.

(b) Compare its range and its limit $R\to0$ with Becke-Johnson (BJ) damping of the $C_6$ term, $f_{\rm BJ}=R^6/(R^6+R_0^6)$. The range is measured by the half-damping distance $R_{1/2}$, at which the factor equals one half.

(c) State what changes in rVV10.

(d) Evaluate the estimate for A and B, and judge how far it survives when the atoms have their full size and when they truly merge.

## Solution

### (a) The implied damping factor

Write the total density as $n_A+n_B$. The interaction energy is the energy of the pair minus the energies of the separate atoms. The term $\beta N_{\rm tot}$ cancels, because the number of electrons is the same before and after.

The first approximation is to freeze $\omega$ and $\kappa$ at their values in the separate atoms. The A-A and B-B parts of the double integral then cancel too. The A-B and B-A parts are equal, and their sum removes the prefactor $\frac12$. The second approximation puts all electrons of an atom at one point, so that $s=R$:

$$E(R)=N_AN_B\Phi=-\frac{3N_AN_B}{2g_Ag_B(g_A+g_B)}.$$

To expose the lengths in this expression, factor out the frequencies:

$$g_A=\omega_A(R^2+a_A^2),\qquad g_B=\omega_B(R^2+a_B^2),$$

$$g_A+g_B=(\omega_A+\omega_B)(R^2+a_{AB}^2),$$

$$a_A^2=\frac{\kappa_A}{\omega_A},\qquad a_B^2=\frac{\kappa_B}{\omega_B},\qquad a_{AB}^2=\frac{\kappa_A+\kappa_B}{\omega_A+\omega_B}.$$

Since $\kappa_i=\omega_ia_i^2$, the third squared length is the mean of $a_A^2$ and $a_B^2$ with weights $\omega_A$ and $\omega_B$. It lies between them.

When $R$ is large, every bracket tends to $R^2$ and $E\to-C_6/R^6$, with

$$C_6=\frac{3}{2}\,\frac{N_AN_B}{\omega_A\omega_B(\omega_A+\omega_B)}.$$

Dividing $E$ by $-C_6/R^6$ gives the required factor:

$$f(R)=\frac{R^6}{(R^2+a_A^2)(R^2+a_B^2)(R^2+a_{AB}^2)}.$$

The coefficient has a direct physical meaning. An oscillator with $N$ electrons and frequency $\omega$ has the polarizability $N/(\omega^2+u^2)$ at imaginary frequency $iu$. The Casimir-Polder formula is $C_6=(3/\pi)\int_0^\infty\alpha_A(iu)\alpha_B(iu)\,du$. For $\omega_A\ne\omega_B$, partial fractions give

$$\int_0^\infty\!\frac{du}{(\omega_A^2+u^2)(\omega_B^2+u^2)}
=\frac{1}{\omega_B^2-\omega_A^2}\,\frac{\pi}{2}\left(\frac1{\omega_A}-\frac1{\omega_B}\right)
=\frac{\pi}{2\omega_A\omega_B(\omega_A+\omega_B)}.$$

The last form also covers equal frequencies by continuity. Multiplication by $3N_AN_B/\pi$ reproduces $C_6$. Thus $\omega$ fixes the long-range attraction, while $\kappa$ enters through the damping lengths.

### (b) Comparison with BJ damping

**The limit $R\to0$.** Define a length $R_u$ by $R_u^3=a_Aa_Ba_{AB}$. The two energies at contact are

$$E(0)=-\frac{C_6}{a_A^2a_B^2a_{AB}^2}=-\frac{C_6}{R_u^6},\qquad E_{\rm BJ}(0)=-\frac{C_6}{R_0^6}.$$

Both are finite and negative. They agree, for the same $C_6$, if $R_0=R_u$. The approach to the limit differs. Expanding each factor $1/(1+R^2/a_i^2)$ to first order in $R^2$ gives

$$\frac{E(R)}{E(0)}=1-R^2\left(\frac1{a_A^2}+\frac1{a_B^2}+\frac1{a_{AB}^2}\right)+O(R^4),$$

whereas $E_{\rm BJ}(R)/E_{\rm BJ}(0)=1-(R/R_0)^6+\dots$ The attractive force therefore vanishes as $R$ for the VV10 point pair and as $R^5$ for BJ damping.

**Large distance.** Here each factor is $1/(1+a_i^2/R^2)$, so

$$f=1-\frac{a_A^2+a_B^2+a_{AB}^2}{R^2}+O(R^{-4}),\qquad f_{\rm BJ}=1-\frac{R_0^6}{R^6}+\dots$$

Multiplied by $-C_6/R^6$, the first correction is a positive energy proportional to $R^{-8}$. The VV10 kernel thus modifies the energy at the order of the $C_8$ term. The first change made by BJ damping appears at order $R^{-12}$.

**All distances, equal contact energy.** Set $R_0=R_u$ and write $x=R^2$, with $p_1,p_2,p_3$ for the three squared lengths. Then

$$\prod_i(x+p_i)=x^3+(p_1+p_2+p_3)x^2+(p_1p_2+p_1p_3+p_2p_3)x+p_1p_2p_3.$$

The arithmetic mean of positive numbers is at least their geometric mean. Since $p_1p_2p_3=R_u^6$, this gives

$$p_1+p_2+p_3\ge3R_u^2,\qquad p_1p_2+p_1p_3+p_2p_3\ge3(p_1p_2p_3)^{2/3}=3R_u^4.$$

It follows that

$$\prod_i(R^2+p_i)\ge(R^2+R_u^2)^3>R^6+R_u^6\qquad(R>0).$$

The strict step holds because the cube contains the additional positive terms $3R^4R_u^2+3R^2R_u^4$. Larger denominators mean smaller factors, so $f<f_{\rm BJ}$ at every $R>0$.

The half-damping distance follows from the same inequality. The factor $f$ rises steadily from 0 to 1, hence $R_{1/2}$ is unique. At this distance the product of brackets equals $2R_{1/2}^6$, and

$$2R_{1/2}^6\ge(R_{1/2}^2+R_u^2)^3.$$

Taking the cube root gives $(2^{1/3}-1)R_{1/2}^2\ge R_u^2$, or

$$\frac{R_{1/2}}{R_u}\ge\frac1{\sqrt{2^{1/3}-1}}\approx1.9615.$$

Equality holds when the three lengths coincide, as they do for like atoms. For BJ damping the corresponding ratio is 1, because $f_{\rm BJ}(R_0)=\frac12$. At equal contact energy, the damping of the VV10 point pair therefore reaches about twice as far, or farther.

**Equal half-damping distance.** One may instead set $R_0=R_{1/2}$. The contact energies then differ:

$$\frac{E(0)}{E_{\rm BJ}(0)}=\frac{C_6/R_u^6}{C_6/R_{1/2}^6}=\left(\frac{R_{1/2}}{R_u}\right)^6\ge\frac1{(2^{1/3}-1)^3}\approx56.9.$$

One BJ radius cannot match both the range and the contact energy of the VV10 point pair.

These comparisons concern the $C_6$ term alone. Practical BJ schemes add a damped $C_8$ term, which contributes its own finite energy at $R=0$, and fit their radii together with a density functional.

### (c) The change in rVV10

Let $q=\omega/\kappa$, so that $g=\kappa(qs^2+1)$. The VV10 kernel contains the sum

$$g+g'=\kappa(qs^2+1)+\kappa'(q's^2+1).$$

In rVV10 this sum is replaced by $\sqrt{\kappa\kappa'}\,[(qs^2+1)+(q's^2+1)]$. Apart from the separable prefactor $(\kappa\kappa')^{-3/2}$, the kernel then depends on the two local quantities $q$ and $q'$ and on $s$.

For the point pair, the new bracket is

$$(q_A+q_B)R^2+2=(q_A+q_B)\left(R^2+\frac{2}{q_A+q_B}\right).$$

Because $q_i=1/a_i^2$, the third squared length becomes the harmonic mean of $a_A^2$ and $a_B^2$. The other two lengths are unchanged at equal $b$. The factor $f$ keeps its product form, so the inequalities of part (b) also hold for rVV10.

The ratios of the energies follow from the replaced sum at large $R$ and at $R=0$:

$$\frac{C_6^{\rm rVV10}}{C_6}=\frac{\omega_A+\omega_B}{\sqrt{\kappa_A\kappa_B}\,(q_A+q_B)},\qquad
\frac{E^{\rm rVV10}(0)}{E(0)}=\frac{\kappa_A+\kappa_B}{2\sqrt{\kappa_A\kappa_B}}\ge1.$$

If the two atoms are alike, both ratios are 1. The usual rVV10 value is $b=6.3$. Since $\kappa\propto b$, all damping lengths grow as $\sqrt b$, while $C_6$ does not depend on $b$.

### (d) Numbers for the two model atoms

**Choice of the representative point.** The mean radius of an exponential atom is

$$\langle r\rangle=\frac{\int_0^\infty r^3e^{-\alpha r}dr}{\int_0^\infty r^2e^{-\alpha r}dr}=\frac{6/\alpha^4}{2/\alpha^3}=\frac3\alpha.$$

The local parameters are taken there. This is a plausible choice, not a consequence of the functional. The radii are 1.5 bohr for A and 2.0 bohr for B, and the densities are 0.0634 and 0.0134 bohr$^{-3}$. Since $|\nabla n|/n=\alpha$ throughout each atom,

$$\omega_A=\sqrt{0.0093\cdot2^4+4\pi(0.0634)/3}\approx0.644,$$

$$\omega_B=\sqrt{0.0093\cdot1.5^4+4\pi(0.0134)/3}\approx0.321.$$

The formula for $\kappa$ gives $\kappa_A=10.06$ and $\kappa_B=7.76$. The damping lengths are

$$a_A=\sqrt{10.06/0.644}\approx3.95,\quad a_B=\sqrt{7.76/0.321}\approx4.92,\quad a_{AB}=\sqrt{17.82/0.965}\approx4.30\ \text{bohr}.$$

The asymptotic coefficient is

$$C_6=\frac{1.5\cdot4\cdot2}{0.644\cdot0.321\cdot0.965}\approx60\ \text{hartree bohr}^6.$$

The contact length is $R_u=(3.95\cdot4.92\cdot4.30)^{1/3}\approx4.37$ bohr. At $R=0$, where $g_i=\kappa_i$,

$$E(0)=-\frac{1.5\cdot4\cdot2}{10.06\cdot7.76\cdot17.82}\approx-8.6\times10^{-3}\ \text{hartree}.$$

Solving $f=\frac12$ numerically gives $R_{1/2}=8.63$ bohr (4.57 Å). The ratio $R_{1/2}/R_u=1.974$ lies just above the like-atom value, since the three lengths differ little. With BJ damping matched at $R_{1/2}$, the VV10 contact energy is 59 times deeper.

At $b=5.9$, rVV10 changes $C_6$ to 62 hartree bohr$^6$ and $R_{1/2}$ to 8.67 bohr. At $b=6.3$ the distance becomes 8.96 bohr. For this pair the change of $b$ matters more for the range than the change of kernel.

**Atoms of full size.** The point reduction can be removed while the local parameters stay frozen. The cross energy is then the integral of $n_A\Phi n_B$ over both densities, and its asymptotic coefficient is

$$C_6^{\rm ext}=\frac32\iint\frac{n_An_B'}{\omega\omega'(\omega+\omega')}\,d^3r\,d^3r'.$$

Let $\mathbf r$ and $\mathbf r'$ be measured from their own nuclei. The electron separation is $|\mathbf R+\mathbf d|$ with $\mathbf d=\mathbf r'-\mathbf r$. For spherical atoms the average of $d_id_j$ is $\delta_{ij}\langle d^2\rangle/3$, and $\langle d^2\rangle=\langle r^2+r'^2\rangle$ because the cross term averages to zero. A second-order Taylor expansion gives

$$\left\langle|\mathbf R+\mathbf d|^{-6}\right\rangle=R^{-6}+\frac{\langle d^2\rangle}{6}\nabla^2R^{-6}+\dots=R^{-6}+5\langle d^2\rangle R^{-8}+\dots,$$

where $\nabla^2R^p=p(p+1)R^{p-2}$ yields the factor 30 for $p=-6$. Adding the kernel correction from part (b), one finds

$$f_{\rm ext}=1+\frac{S-K}{R^2}+\dots,$$

$$S=5\langle r^2+r'^2\rangle,\qquad K=\left\langle\frac{\kappa}{\omega}+\frac{\kappa'}{\omega'}+\frac{\kappa+\kappa'}{\omega+\omega'}\right\rangle.$$

The averages use the normalized weight $n_An_B'/[\omega\omega'(\omega+\omega')]$, which is the integrand of $C_6^{\rm ext}$. The term $S$ is the attractive $R^{-8}$ contribution of atomic size; $K$ is the repulsive contribution of the kernel.

For A and B, integration gives $S=63.8$ and $K=54.8$ bohr$^2$. The attraction wins at this order, and $f_{\rm ext}$ approaches 1 from above. It is the ratio of the whole pair energy to $-C_6^{\rm ext}/R^6$, so it contains a $C_8$ contribution and is not a pure damping factor.

In the table, each VV10 factor is normalized by its own $C_6$. The full-size column holds for frozen parameters only: rebuilding $\omega$ and $\kappa$ from the total density changes 0.097 to 0.080 at 4 bohr, 0.79 to 0.90 at 8 bohr and 0.99 to about 1.1 at 10 bohr. The BJ radii are those of the point pair.

| $R$ (bohr) | VV10, points | VV10, full size | BJ, $R_0=4.37$ | BJ, $R_0=8.63$ |
|---:|---:|---:|---:|---:|
| 4 | 0.094 | 0.097 | 0.370 | 0.010 |
| 6 | 0.276 | 0.423 | 0.870 | 0.102 |
| 8 | 0.453 | 0.791 | 0.974 | 0.388 |
| 10 | 0.588 | 0.986 | 0.993 | 0.708 |
| 15 | 0.780 | 1.036 | 0.999 | 0.965 |
| 30 | 0.938 | 1.010 | 1.000 | 0.999 |

The point value of $C_6$ lies 10% above the full-size value of 55 hartree bohr$^6$. This closeness depends on the chosen point. At $r=2/\alpha$, where $r^2n$ is largest, the densities are larger by the factor $e$, the frequencies become about 0.93 and 0.45, and the same formula gives only about 21 hartree bohr$^6$. At the mean radius the range is reproduced less well than $C_6$. The full-size half-damping distance is 6.38 bohr (3.38 Å), which the point value exceeds by 35%. At large $R$, $f_{\rm ext}$ exceeds the point factor by $(S-K+a_A^2+a_B^2+a_{AB}^2)/R^2$; the three squared lengths sum to 58.3 bohr$^2$, so the missing attractive term $S$ supplies 63.8 of the 67.3 bohr$^2$; near 6 bohr the expansion in $1/R^2$ is no longer a reliable explanation.

The frozen contact energy falls in magnitude from 8.6 to 3.4 millihartree. One cause can be identified: two electrons in concentric atoms are generally a finite distance apart, and at fixed parameters $|\Phi|$ decreases with $s$. With the densities at full size but $\omega$ and $\kappa$ held at their point values, the magnitude is already down to 4.1 millihartree; the variation of $\omega$ and $\kappa$ within the atoms supplies the rest. The two effects are not additive: with $s=0$ imposed, the same variation would deepen the energy to 10.5 millihartree.

The comparison with BJ damping changes accordingly. The full-size contact length, $(C_6^{\rm ext}/|E(0)|)^{1/6}$, is 5.03 bohr, and the ratio of half-damping distance to contact length is

$$\frac{6.38}{5.03}\approx1.27.$$

This is below 1.96, so the bound belongs to the point model. With frozen parameters, VV10 still has the longer half-damping distance at equal contact energy in this example; the merged-atom energy found below removes most of this margin. At 6.38 bohr, BJ damping with $R_0=5.03$ bohr gives $1.27^6/(1+1.27^6)\approx0.81$, against 0.50 for VV10. The ordering does not persist to large $R$, where $f_{\rm ext}$ exceeds 1 and $f_{\rm BJ}$ does not. If the half-damping distances are matched instead, VV10 is deeper at contact by $1.27^6\approx4.2$, not by 59.

**The merged atom.** Frozen parameters are least justified at $R=0$. VV10 evaluates $\omega$ and $\kappa$ from the total density, so the contact energy of the superposed densities should be

$$E_{\rm merged}=E_{\rm nl}[n_A+n_B]-E_{\rm nl}[n_A]-E_{\rm nl}[n_B].$$

Concentric integration gives $-1.2$ millihartree, about 35% of the frozen full-size value. The A-A and B-B terms no longer cancel, because their kernel has changed as well. They lose 0.4 and 0.6 millihartree of attraction, and the A-B term loses another 1.2. The parameter $\kappa$ rises everywhere, since the total density exceeds each atomic density; rebuilding $\kappa$ alone removes 1.6 millihartree of attraction, and rebuilding $\omega$ alone removes 0.9. The energy is therefore not a sum of frozen pair terms in this region, and no function $f(R)$ built from separate-atom parameters can be expected to reproduce it.

Measured by $E_{\rm merged}$, the contact length is $(C_6^{\rm ext}/|E_{\rm merged}|)^{1/6}\approx6.0$ bohr, only slightly below the frozen half-damping distance of 6.38 bohr. With $\omega$ and $\kappa$ rebuilt from the total density at every $R$, the half-damping distance is about 6.25 bohr and the ratio about 1.04. The ratio 1.27 and the depth factor 4.2 thus belong to the frozen treatment. The rebuilt energy is also not monotonic: it is deepest near 2 bohr, at about $-1.4$ millihartree, so its contact value is not the depth of the curve.

Even $E_{\rm merged}$ is a property of two superposed model densities. A real united atom has a relaxed density, and its total energy also contains the semilocal functional, the kinetic energy and the electrostatic terms.

For this pair, the full-size half-damping distance of about 6.4 bohr is the better estimate of where the pair energy has fallen to half of $-C_6^{\rm ext}/R^6$. It rests on frozen parameters (rebuilding them lowers it by about 0.1 bohr), and it combines the damping by the kernel with the attractive effect of atomic size, so it is not a pure damping range. The contact energy is reliable in order of magnitude at most: the three levels of treatment give 8.6, 3.4 and 1.2 millihartree of attraction. The numerical check tests the point formulas, the bound for random pairs and the convergence of the full-size integrals.

## Calculated quantities

```
VV10 C = 0.0093, b = 5.9; rVV10 b = 6.3
beta (b=5.9) = 0.004971 hartree
A: N = 4, alpha = 2.0 bohr^-1
A: mean radius = 1.500 bohr
A: density there = 0.06339 bohr^-3
A: omega = 0.6437, kappa = 10.0585 a.u.
B: N = 2, alpha = 1.5 bohr^-1
B: mean radius = 2.000 bohr
B: density there = 0.01337 bohr^-3
B: omega = 0.3211, kappa = 7.7605 a.u.
Point a_A, a_B, a_AB = 3.953, 4.916, 4.298 bohr
Point C6 = 60.183 hartree bohr^6
Point R_u = 4.371 bohr
Point half-damping R = 8.629 bohr = 4.566 A
Point half R / R_u = 1.9742
Like-atom half R / a = 1.9615
Point E(0) = -8.6273 millihartree
Sum 1/a^2 = 0.15951 bohr^-2
Sum a^2 = 58.266 bohr^2
E(0) VV10/BJ, equal half R = 59.196
Like-atom value of that ratio = 56.948
rVV10 third length = 4.357 bohr
rVV10 C6 = 62.370 hartree bohr^6
rVV10 E(0), b=5.9 = -8.6999 millihartree
rVV10 half R, b=5.9 = 8.668 bohr
rVV10 half R, b=6.3 = 8.957 bohr
Extended C6 = 54.809 hartree bohr^6
Extended R_u = 5.033 bohr
Extended half R = 6.384 bohr = 3.378 A
Extended half R / R_u = 1.2684
Extended frozen E(0) = -3.3713 millihartree
Size term S = 63.798 bohr^2
Kernel term K = 54.777 bohr^2
S - K = 9.021 bohr^2
Rebuilt united E = -1.1756 millihartree
Rebuilt / frozen united E = 0.3487
Point/extended C6 = 1.0981
Point/extended half R = 1.3517
Point/extended E(0) = 2.5590
Factors: point, extended, BJ(R0=R_u), BJ(R0=half R)
R=   2 bohr: 0.00515 0.00303 0.00909 0.00015
R=   4 bohr: 0.09353 0.09718 0.36995 0.00982
R=   6 bohr: 0.27574 0.42275 0.86993 0.10151
R=   8 bohr: 0.45276 0.79059 0.97408 0.38831
R=  10 bohr: 0.58792 0.98577 0.99307 0.70774
R=  15 bohr: 0.78030 1.03598 0.99939 0.96502
R=  20 bohr: 0.86751 1.02136 0.99989 0.99359
R=  30 bohr: 0.93798 1.00978 0.99999 0.99943
```
